# Why Koopmans' theorem fails for helium in the local density approximation, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The submission reasons as follows. Koopmans' theorem states that the first ionization energy is minus the energy of the highest occupied orbital. The Kohn–Sham equations have the same form as the Hartree–Fock (HF) equations, with the exchange operator replaced by a local potential. The theorem therefore carries over to the local density approximation (LDA), and since LDA contains correlation, $-\varepsilon_{\rm HOMO}^{\rm LDA}$ should be at least as good as the HF value. Should the number come out badly, LDA must be unfit for ionization altogether, and a difference of LDA total energies will be no better.

I cannot accept the argument. Koopmans' theorem rests on a property of the HF energy expression, not on the form of the orbital equation, and the LDA energy lacks that property. The final inference fails as well, because the orbital energy and the total-energy difference are different features of one curve. Helium allows every term to be written out.

## Conventions and the reference value

Hartree atomic units are used. The Hamiltonian is nonrelativistic, with a fixed point nucleus of charge $Z=2$. The ionization energy is $I=E({\rm He}^+)-E({\rm He})>0$. Orbitals are real and normalized. The spin-up 1s orbital $\phi_\uparrow$ holds one electron and the spin-down 1s orbital $\phi_\downarrow$ holds $n$ electrons, $0\le n\le1$, so that $\rho_\uparrow=\phi_\uparrow^2$, $\rho_\downarrow=n\phi_\downarrow^2$; $n=1$ is the atom and $n=0$ the spin-polarized ion. The one-electron operator is $\hat h=-\tfrac12\nabla^2-Z/r$, and $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$.

Approximations must be judged against the exact $I$ of the same Hamiltonian. For the ion, $\nabla^2e^{-Zr}=(Z^2-2Z/r)e^{-Zr}$ gives $\hat h\,e^{-Zr}=-\tfrac12Z^2e^{-Zr}$, and this nodeless function is the ground state, so $E({\rm He}^+)=-2$.

For the atom the variational principle is applied in Hylleraas coordinates $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$. With $\theta$ the angle between $\mathbf r_1$ and $\mathbf r_2$, the three overall rotations integrate to $d^3r_1d^3r_2=8\pi^2r_1^2r_2^2\,dr_1dr_2\,d\cos\theta$. From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ follows $|d\cos\theta|=u\,du/(r_1r_2)$. With $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$ the volume element is $\pi^2u(s^2-t^2)\,ds\,dt\,du$ on $|t|\le u\le s$. The singlet function is even in $t$, so the region $0\le t\le u\le s$ suffices, and the constant cancels in the Rayleigh quotient.

With $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$ and subscripts for partial derivatives, the chain rule gives $\nabla_1\Psi=(\Psi_s+\Psi_t)\hat{\mathbf r}_1+\Psi_u\hat{\mathbf u}$ and $\nabla_2\Psi=(\Psi_s-\Psi_t)\hat{\mathbf r}_2-\Psi_u\hat{\mathbf u}$. Half the sum of the squares is

$$\Psi_s^2+\Psi_t^2+\Psi_u^2+\Psi_u\big[(A+B)\Psi_s+(A-B)\Psi_t\big],$$

with $A=\hat{\mathbf r}_1\cdot\hat{\mathbf u}=(st+u^2)/(2r_1u)$ and $B=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}=(u^2-st)/(2r_2u)$, where the cosine rule and $r_1^2-r_2^2=st$ were used. Over the common denominator $2r_1r_2u=u(s^2-t^2)/2$, the numerator of $A+B$ is $st(r_2-r_1)+u^2(r_1+r_2)=s(u^2-t^2)$, and that of $A-B$ is $st(r_1+r_2)+u^2(r_2-r_1)=t(s^2-u^2)$. The potential is $-Zs/(r_1r_2)+1/u=-4Zs/(s^2-t^2)+1/u$. Multiplying by the weight,

$$E[\Psi]=\frac{\int\big\{u(s^2-t^2)(\Psi_s^2+\Psi_t^2+\Psi_u^2)+2\Psi_u[s(u^2-t^2)\Psi_s+t(s^2-u^2)\Psi_t]+(s^2-t^2-4Zsu)\Psi^2\big\}}{\int u(s^2-t^2)\Psi^2}.$$

For the basis $e^{-\alpha s}s^lt^mu^k$ with $m$ even, every matrix element reduces to one integral, done over $t$, then $u$, then $s$:

$$\int_0^\infty\!ds\,e^{-2\alpha s}s^a\int_0^s\!du\,u^c\int_0^u\!dt\,t^b=\frac{(a+b+c+2)!}{(b+1)(b+c+2)(2\alpha)^{a+b+c+3}}.$$

For the single function $e^{-\alpha s}$ the norm is $(40-8)/(2\alpha)^6$, the kinetic part is $\alpha^2$ times the norm, and the potential part is $(12-2-32Z)/(2\alpha)^5$. Hence $E=\alpha^2-2Z\alpha+5\alpha/8$, with its minimum at $\alpha=Z-5/16=27/16$ and $E=-(27/16)^2$. The numerical check tests this case.

All terms with $l+m+k\le5$ (34 functions, $\alpha=2.113\ {\rm bohr}^{-1}$) give $-2.90372$. This is an upper bound on $E({\rm He})$, so $0.90372$ is a lower bound on $I$. The step from total degree 4 to degree 5 lowers the energy by less than $10^{-4}$, which is evidence of convergence, not a proof. An independent full configuration interaction in the cc-pVQZ basis gives $-2.90241$; being a higher upper bound, it guards against a gross error in the Hylleraas calculation but does not measure the distance to the exact energy. I take $I_{\rm ref}=0.9037$ hartree (24.59 eV) and keep the fifth decimal only so that sums close.

The mean-field numbers come from 20 s-type Gaussians with exponents from 0.02 to 10486 bohr$^{-2}$ in ratio 2. The LDA energies and eigenvalues of He and polarized He$^+$ and the HF energy and eigenvalue of He are tested against PySCF, in another basis and on another grid, to $5\times10^{-5}$.

## What Koopmans' theorem needs

With occupation numbers $n_i$, the HF energy is

$$E_{\rm HF}=\sum_in_i\langle\phi_i|\hat h|\phi_i\rangle+\tfrac12\sum_{ij}n_in_j(\phi_i^2|\phi_j^2)-\tfrac12\sum_{ij}\delta_{\sigma_i\sigma_j}n_in_j(\phi_i\phi_j|\phi_i\phi_j).$$

The terms with $i=j$ are $\tfrac12n_i^2(\phi_i^2|\phi_i^2)$ in the Hartree sum and the same quantity with a minus sign in the exchange sum. They cancel, for any system and any orbitals. What remains contains a given $n_i$ only to the first power.

For helium, freeze both orbitals at the self-consistent $\phi$ of the atom, and write $h=\langle\phi|\hat h|\phi\rangle$, $J=(\phi^2|\phi^2)$. The Hartree sum is $\tfrac12(1+n)^2J$. Exchange acts only within one spin, so it is $-\tfrac12(1+n^2)J$. Their sum is $\tfrac12(1+2n+n^2-1-n^2)J=nJ$, and

$$E^{\rm fr}_{\rm HF}(n)=(1+n)h+nJ. \tag{1}$$

With independent orbitals the interaction is $n(\phi_\uparrow^2|\phi_\downarrow^2)$. Varying $\phi_\downarrow$ under normalization gives $[\hat h+\int\phi_\uparrow^2(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r']\phi_\downarrow=\varepsilon\,\phi_\downarrow$, and projection on $\phi$ at $n=1$ gives $\varepsilon_{\rm HF}=h+J$. This is the slope of (1). For a straight line the slope at the end equals the difference between the ends:

$$E^{\rm fr}_{\rm HF}(0)-E^{\rm fr}_{\rm HF}(1)=h-(2h+J)=-\varepsilon_{\rm HF}. \tag{2}$$

Equation (2) is Koopmans' theorem. Its premises are frozen orbitals and an energy linear in the occupation. The program tests it with the full Coulomb and exchange matrices of an unrestricted HF code at $n=0$, $0.3$ and $0.7$. Numerically $h+J=-1.94372+1.02577=-0.91795$, equal to the eigenvalue $-0.91796$ up to rounding.

Even in HF the theorem does not say $-\varepsilon=I$. The frozen ion has energy $h=-1.94372$, above the true $-2$ by the relaxation energy $0.05628$. The HF atom, $-2.86168$, lies above the reference by the correlation energy $0.04204$, while the one-electron ion has none. The bookkeeping identity is

$$I_{\rm ref}=-\varepsilon_{\rm HF}-0.05628+0.04204=0.90372 .$$

So $-\varepsilon_{\rm HF}=0.918$ exceeds $I_{\rm ref}$ by $0.014$, or 1.6% of $I_{\rm ref}$, because two neglected terms of opposite sign partly cancel. The HF total-energy difference, $0.86168$, includes relaxation, still omits correlation, and is low by 4.7% of $I_{\rm ref}$.

## What survives in any functional: Janak's theorem

The Kohn–Sham energy for occupations $(1,n)$ is

$$E=\langle\phi_\uparrow|\hat h|\phi_\uparrow\rangle+n\langle\phi_\downarrow|\hat h|\phi_\downarrow\rangle+\tfrac12(\rho|\rho)+E_{xc}[\rho_\uparrow,\rho_\downarrow],\qquad\rho=\rho_\uparrow+\rho_\downarrow .$$

Define $v_H(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, $v_{xc,\sigma}=\delta E_{xc}/\delta\rho_\sigma$ and $\hat F_\sigma=\hat h+v_H+v_{xc,\sigma}$. A change of orbital gives $\delta\rho_\sigma=2n_\sigma\phi_\sigma\delta\phi_\sigma$, and $\hat h$ is Hermitian, so

$$\delta E=\sum_\sigma2n_\sigma\langle\delta\phi_\sigma|\hat F_\sigma|\phi_\sigma\rangle .$$

This vanishes for all norm-conserving variations, $\langle\delta\phi_\sigma|\phi_\sigma\rangle=0$, only if $\hat F_\sigma\phi_\sigma=\varepsilon_\sigma\phi_\sigma$. These are the Kohn–Sham equations; the two orbitals have different spin, so no orthogonality condition links them.

Let $E(n)$ be the energy with orbitals self-consistent at each $n$, and assume that they depend differentiably on $n$. The total derivative has an explicit part, from $\partial\rho_\downarrow/\partial n=\phi_\downarrow^2$, and an implicit part through the orbitals:

$$\frac{dE}{dn}=\langle\phi_\downarrow|\hat h|\phi_\downarrow\rangle+\int(v_H+v_{xc,\downarrow})\phi_\downarrow^2\,d^3r+\sum_\sigma2n_\sigma\varepsilon_\sigma\Big\langle\frac{\partial\phi_\sigma}{\partial n}\Big|\phi_\sigma\Big\rangle .$$

The last sum is zero, because $2\langle\partial_n\phi_\sigma|\phi_\sigma\rangle=\partial_n\langle\phi_\sigma|\phi_\sigma\rangle=0$. The first two terms are $\langle\phi_\downarrow|\hat F_\downarrow|\phi_\downarrow\rangle$. With $\varepsilon\equiv\varepsilon_\downarrow$,

$$\frac{dE}{dn}=\varepsilon(n). \tag{3}$$

This is Janak's theorem; at $n=1$ the derivative is taken from below. It used normalization and the fact that the orbital equation is the stationarity condition of the same energy that is differentiated, so that $v_{xc,\sigma}=\delta E_{xc}/\delta\rho_\sigma$. This variational origin, not the mere form of the equation, is what HF and Kohn–Sham theory share; a local potential that is not the derivative of the energy gives an equation of the same form for which (3) need not hold. Integrating (3) gives the difference of two self-consistent energies, called ΔSCF:

$$I_{\Delta\rm SCF}=E(0)-E(1)=-\int_0^1\varepsilon(n)\,dn. \tag{4}$$

The HOMO energy $\varepsilon(1)$ is the slope of $E(n)$ at its end; $-I_{\Delta\rm SCF}$ is the mean slope. The mismatch follows from an integration by parts, $\int_0^1nE''dn=E'(1)-[E(1)-E(0)]$, that is

$$E(0)-E(1)+\varepsilon(1)=\int_0^1n\,E''(n)\,dn. \tag{5}$$

The boundary term at $n=0$ vanishes because $E'$ stays finite there. Equation (5) holds for the frozen curve too, since by (3) the frozen and relaxed curves have the same slope at $n=1$. A Koopmans statement is the statement that the right side of (5) is zero.

HF obeys (3) as well. Its relaxed $E(n)$ is the minimum, over orbitals, of functions linear in $n$, and such a minimum is concave. Then (5) is negative, in agreement with $0.86168-0.91796=-0.05628$.

The program tests (3) by central differences with step $10^{-3}$ at $n=0.3$, $0.5$ and $0.9$ and by a one-sided difference at $n=1$, to $2\times10^{-6}$. It tests (4) by Gauss quadrature in $t=n^{1/3}$, a variable whose choice is explained below.

## The LDA energy is curved

LDA assigns to each point the exchange-correlation energy density of a uniform gas with the local spin densities. The exchange part is needed explicitly. For one spin filling a Fermi sphere of radius $k$, $\rho_\sigma=k^3/6\pi^2$, the density matrix at separation $R$ is, with $x=kR$,

$$\gamma(R)=\int_{q<k}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf R}=\frac{1}{2\pi^2R}\int_0^kq\sin qR\,dq=\frac{\sin x-x\cos x}{2\pi^2R^3}=3\rho_\sigma\frac{j_1(x)}{x},$$

where $j_1(x)=(\sin x-x\cos x)/x^2$. The exchange energy per volume is

$$e_x=-\frac12\int\frac{\gamma^2}{R}\,4\pi R^2dR=-\frac{18\pi\rho_\sigma^2}{k^2}\int_0^\infty\frac{j_1^2}{x}dx .$$

For the integral, $w=xj_1$ satisfies $w''+w=2w/x^2$. Multiplying by $2w'$ gives $(w'^2+w^2)'=2(w^2)'/x^2$. The left side integrates to 1, since $w\to-\cos x$ at large $x$ and $w,w'\to0$ at $x=0$. The right side, by parts, is $[2w^2/x^2]_0^\infty+4\int w^2/x^3dx=4\int j_1^2/x\,dx$. The integral is therefore $\tfrac14$, and $e_x=-9\pi\rho_\sigma^2/2k^2=-(3k/4\pi)\rho_\sigma$. Inserting $k=(6\pi^2\rho_\sigma)^{1/3}$,

$$E_x^{\rm LDA}=-\frac34\Big(\frac6\pi\Big)^{1/3}\sum_\sigma\int\rho_\sigma^{4/3}d^3r,\qquad v_{x,\sigma}=-\Big(\frac{6\rho_\sigma}{\pi}\Big)^{1/3}. \tag{6}$$

This is Slater exchange. The correlation part $E_c[\rho_\uparrow,\rho_\downarrow]$ is the Vosko–Wilk–Nusair parametrization (VWN5) of the uniform-gas correlation energy, which enters as part of the definition of the approximation.

Freeze both orbitals at the self-consistent LDA orbital $\phi$ of the atom; $h$ and $J$ now refer to it. Define

$$K=\frac34\Big(\frac6\pi\Big)^{1/3}\int|\phi|^{8/3}d^3r,\qquad E_c(n)=E_c[\phi^2,n\phi^2].$$

Since $(n\phi^2)^{4/3}=n^{4/3}|\phi|^{8/3}$, (6) gives $E_x=-K(1+n^{4/3})$, and

$$E^{\rm fr}(n)=(1+n)h+\tfrac12(1+n)^2J-K(1+n^{4/3})+E_c(n). \tag{7}$$

The term $\tfrac12n^2J$, the repulsion of the down electron with itself, now faces $-Kn^{4/3}$. Different powers of $n$ cannot cancel over an interval for any value of $K$. The slope is

$$\frac{dE^{\rm fr}}{dn}=h+(1+n)J-\tfrac43Kn^{1/3}+E_c'(n), \tag{8}$$

with $E_c'(1)=\int v_{c,\downarrow}\phi^2d^3r\equiv\langle v_c\rangle$. The $n^{1/3}$ in (8) is the reason for integrating (4) in $t=n^{1/3}$. At $n=1$ the frozen orbitals are the self-consistent ones, so

$$\varepsilon(1)=h+2J-\tfrac43K+\langle v_c\rangle. \tag{9}$$

The end points of (7) are $E^{\rm fr}(0)=h+\tfrac12J-K+E_c(0)$ and $E^{\rm fr}(1)=2h+2J-2K+E_c(1)$, so

$$I_{\rm fr}=E^{\rm fr}(0)-E^{\rm fr}(1)=-h-\tfrac32J+K+E_c(0)-E_c(1). \tag{10}$$

Adding (9) and (10), $h$ cancels, $2J-\tfrac32J=\tfrac12J$ and $K-\tfrac43K=-\tfrac13K$:

$$I_{\rm fr}+\varepsilon(1)=\tfrac12J-\tfrac13K+\Delta_c,\qquad\Delta_c=E_c(0)-E_c(1)+\langle v_c\rangle. \tag{11}$$

The same result follows from (5): the Hartree and exchange curvature is $J-\tfrac49Kn^{-2/3}$, and $\int_0^1n(J-\tfrac49Kn^{-2/3})dn=\tfrac12J-\tfrac49\cdot\tfrac34K$. The right side of (11) is the amount by which Koopmans' theorem fails in LDA under its own premise of frozen orbitals; in HF it is zero by (2). Letting the ion relax can only lower its energy, so $I_{\Delta\rm SCF}=I_{\rm fr}-R$ with $R\ge0$. The program tests (7) against the directly evaluated functional at $n=0$, $0.4$ and $1$, and tests (9) and (11).

Under a scaling $\phi\to\lambda^{3/2}\phi(\lambda\mathbf r)$, both $J$ and $K$ are proportional to $\lambda$: $J$ because $1/|\mathbf r-\mathbf r'|$ is an inverse length, $K$ because $\lambda^4$ from $|\phi|^{8/3}$ meets $\lambda^{-3}$ from the volume. The Hartree–exchange defect $\tfrac12J-\tfrac13K$ thus grows with the compactness of the orbital at fixed shape. This concerns the absolute size of these two terms only; $\Delta_c$ and $R$ are not covered by the scaling argument. For two-electron ions at large $Z$, $\lambda\propto Z$ to leading order while $I\propto Z^2$, so this defect relative to $I$ falls as $1/Z$.

Janak's theorem makes the LDA orbital energy the slope of $E(n)$ at full occupation, and (11) gives the amount by which Koopmans' theorem fails in LDA even with frozen orbitals. It remains to put numbers to this for helium, trace the cause, explain why $\varepsilon_{\rm HOMO}=-I$ holds for the exact functional, and judge how far the LDA energy difference can be trusted.
